# Ohmic resistance of an inlaid disk at uniform current

## Problem

A metal disk of radius $a$ lies flush in a large insulating plane. It faces an electrolyte of uniform conductivity $\kappa$ that fills the half-space $z>0$, with the counter electrode at infinity. Concentration gradients are ignored at first, so the potential $\phi$ in the solution obeys Laplace's equation. Current into the solution is positive, $\phi\to0$ at infinity, and $S=\pi a^2$.

(a) The disk passes a uniform current density $i_0$. Find the potential in the solution next to the disk, and show that its area average divided by the total current is $R_u=8/(3\pi^2\kappa a)$.

(b) Show that the primary resistance, for which the solution next to the disk is an equipotential, is $R_p=1/(4\kappa a)$. Compare the two, and explain why $R_u$ must be the larger.

(c) The interface has a uniform admittance $y$ per unit area. Show how the ohmic part of the impedance passes from $R_u$ to $R_p$ as $|y|$ grows.

(d) Apply the results to a copper disk 5 mm across in an acid copper sulfate plating bath, and judge whether the difference can be seen.

## Solution

### (a) Uniform current

A point source of current $I$ on the insulating plane gives $\phi=I/(2\pi\kappa R)$ at distance $R$. The radial current density is $I/(2\pi R^2)$, and the hemisphere of area $2\pi R^2$ carries the whole current. No current crosses the plane away from the source. Superposition gives

$$\phi(\mathbf r)=\frac{1}{2\pi\kappa}\int_{\rm disk}\frac{i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dA'. \tag{1}$$

Take a field point on the disk at distance $r$ from the centre, and use polar coordinates $(s,\theta)$ about that point, with $\theta$ measured from the outward radius. Then $dA'=s\,ds\,d\theta$, and the factor $s$ cancels the denominator. For uniform current the integral over $s$ is the distance $\ell$ to the rim. It satisfies $r^2+2r\ell\cos\theta+\ell^2=a^2$, whose positive root is

$$\ell(\theta)=-r\cos\theta+\sqrt{a^2-r^2\sin^2\theta}.$$

The cosine integrates to zero over a full turn. The square root contributes equally in the four quadrants, so with $k=r/a$

$$\phi(r)=\frac{i_0}{2\pi\kappa}\,4a\int_0^{\pi/2}\!\sqrt{1-k^2\sin^2\theta}\,d\theta=\frac{2i_0a}{\pi\kappa}E(k), \tag{2}$$

where $E$ is the complete elliptic integral of the second kind, with modulus $k$. Since $E(0)=\pi/2$ and $E(1)=1$, the potential falls from $i_0a/\kappa$ at the centre to $2i_0a/(\pi\kappa)$ at the edge.

The area average is

$$\bar\phi=\frac{1}{\pi a^2}\int_0^a\phi\,2\pi r\,dr=\frac{4i_0a}{\pi\kappa}\int_0^1kE(k)\,dk.$$

Do the $k$ integral first, with $c=\cos\theta$:

$$\int_0^1k\sqrt{1-k^2\sin^2\theta}\,dk=\frac{1-c^3}{3(1-c^2)}=\frac{1+c+c^2}{3(1+c)}=\frac13\left(c+\frac1{1+c}\right).$$

Over $0<\theta<\pi/2$ the first term in the bracket integrates to 1. The second gives $\tan(\theta/2)$ between the limits, which is also 1. Hence $\int_0^1kE\,dk=2/3$, and division by $I=\pi a^2i_0$ gives

$$\bar\phi=\frac{8i_0a}{3\pi\kappa},\qquad R_u=\frac{\bar\phi}{I}=\frac{8}{3\pi^2\kappa a}=\frac{0.2702}{\kappa a}. \tag{3}$$

Direct numerical integration of (1), followed by averaging, gives $0.270190/(\kappa a)$, in agreement with (3).

### (b) Primary current and the reason for the excess

Try the current density

$$i_p(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}}. \tag{4}$$

Its total is $I$, because $\int_0^a2\pi r\,dr/\sqrt{a^2-r^2}=2\pi a$. Insert it in (1) and use the same polar coordinates. The directions $\theta$ and $\theta+\pi$ together make one full chord through the field point. Let the chord have half-length $h$, and let $t$ be the position along it measured from its midpoint. Then $a^2-r'^2=h^2-t^2$, and

$$\int_{-h}^{h}\frac{dt}{\sqrt{h^2-t^2}}=\pi$$

for every chord. The directions $0<\theta<\pi$ cover all chords once, so the double integral is $\pi^2$ and

$$\phi=\frac1{2\pi\kappa}\,\frac{I}{2\pi a}\,\pi^2=\frac{I}{4\kappa a}.$$

This does not depend on position. The trial current is therefore the primary one, and $R_p=1/(4\kappa a)$. The ratio is

$$\frac{R_u}{R_p}=\frac{32}{3\pi^2}=1.0808,$$

an excess of about eight percent. It belongs to the area average. The centre potential divided by $I$ is $0.3183/(\kappa a)$, 27 percent above $R_p$, and the edge value is $0.2026/(\kappa a)$, 19 percent below it.

The sign of the excess follows from dissipation. Write (1) as $\phi=Ai$, where $A$ is a linear operator with a symmetric kernel, and let $\langle f,g\rangle=\int fg\,dA$ over the disk. Green's theorem gives the power lost in the solution,

$$P=\int\kappa|\nabla\phi|^2dV=\langle i,Ai\rangle. \tag{5}$$

The surface at infinity adds nothing, since $\phi\nabla\phi$ falls as $R^{-3}$ while the area grows as $R^2$. Thus $A$ is positive. Now let $i=i_p+\delta$ with the same total current, so that $\langle\delta,1\rangle=0$. Since $Ai_p$ is constant, the cross term vanishes:

$$\langle i,Ai\rangle=I^2R_p+2\langle\delta,Ai_p\rangle+\langle\delta,A\delta\rangle=I^2R_p+\langle\delta,A\delta\rangle.$$

Any departure from the primary distribution raises the loss at fixed $I$. For uniform current the loss is $i_0\int\phi\,dA=I\bar\phi=I^2R_u$. The area-averaged resistance is therefore also the dissipation resistance, and $R_u>R_p$.

### (c) From uniform to primary current

Let the metal have potential $V$. The interface obeys $i=y(V-\phi)$, or

$$V=\frac iy+Ai. \tag{6}$$

With $Z=V/I$, define the ohmic impedance $Z_e=Z-1/(yS)$, which is what remains after the interface's own impedance is removed. A convenient dimensionless admittance is $J=ay/\kappa$.

**Small admittance.** The operator $A$ is bounded, so for small $|y|$ equation (6) can be solved by iteration:

$$i=yV\left(1-yA1+y^2A^21-\dots\right).$$

From (2), $A1=(a/\kappa)u$ with $u=(2/\pi)E(r/a)$. Let bars denote area averages. Integration over the disk gives

$$I=yVS\left(1-J\bar u+J^2\overline{u^2}-\dots\right).$$

The reciprocal of the bracket is $1+J\bar u-J^2(\overline{u^2}-\bar u^2)+\dots$. Since $1/(yS)=1/(\pi\kappa aJ)$,

$$Z_e=\frac{1}{\pi\kappa a}\left[\bar u-J\,\mathrm{Var}(u)+O(J^2)\right]. \tag{7}$$

The first term is $R_u$, because $\bar u=8/(3\pi)$. A highly resistive interface forces uniform current, and the ohmic drop then appears as its area average. The variance of $u$ is 0.009736, so the first correction is small.

**Bounds for real positive $y$.** At fixed $I$, minimize

$$\frac1{I^2}\left[\frac1y\int i^2dA+\langle i,Ai\rangle\right].$$

The condition for a minimum is that $i/y+Ai$ be constant, which is (6), and the minimum value is $VI/I^2=Z$. Subtracting $1/(yS)$ gives

$$Z_e=\min_i\left[\frac1y\left(\frac{\int i^2dA}{I^2}-\frac1S\right)+\frac{\langle i,Ai\rangle}{I^2}\right]. \tag{8}$$

The round bracket is never negative, by the Cauchy–Schwarz inequality, and the last term is at least $R_p$. A uniform trial current makes the round bracket zero and the last term $R_u$. Therefore $R_p\le Z_e\le R_u$. For each trial current the expression cannot increase as $y$ increases, so neither can its minimum.

**Large admittance.** The primary current itself cannot serve as a trial, because $\int i_p^2dA$ diverges logarithmically at the rim. Cut it off at a radius $b<a$ and rescale it to the total $I$. Its squared integral is then finite, so the first term in (8) vanishes as $y\to\infty$. The kernel is positive, so the cut lowers the loss. The fraction of current kept is $f=1-\sqrt{1-b^2/a^2}$, so the rescaled loss is at most $I^2R_p/f^2$. Letting $b\to a$ afterwards gives $Z_e\to R_p$.

**Alternating current.** For a passive interface $y$ is complex, with ${\rm Re}(1/y)\ge0$. The kernel is weakly singular on a bounded disk, so $A$ is compact and has eigenvalues $\lambda_n>0$ with orthonormal eigenfunctions $\psi_n$. Equation (6) gives

$$\frac1Z=\sum_n\frac{w_n}{1/y+\lambda_n},\qquad w_n=\langle\psi_n,1\rangle^2.$$

The real limit just found shows that $\sum w_n/\lambda_n=1/R_p$. Since $|1/y+\lambda_n|\ge\lambda_n$, this convergent sum dominates the complex one. The limit $|y|\to\infty$ may then be taken term by term, and $Z_e\to R_p$ again.

**Between the limits.** Use oblate coordinates $r=a\sqrt{(1+\xi^2)(1-\eta^2)}$, $z=a\xi\eta$. The disk is $\xi=0$, where $\eta=\sqrt{1-r^2/a^2}$ and $\partial_z=(a\eta)^{-1}\partial_\xi$. The solutions that leave the plane insulating are $P_{2n}(\eta)M_n(\xi)$, with $M_n(0)=1$ and $M_n$ proportional to the decaying Legendre function $Q_{2n}(i\xi)$. With $m_n=-M_n'(0)$, the disk values are

$$\phi=\sum_nB_nP_{2n}(\eta),\qquad i=\frac{\kappa}{a\eta}\sum_nm_nB_nP_{2n}(\eta).$$

At zero argument the Legendre recurrences reduce to $Q_l'=lQ_{l-1}$ and $lQ_l=-(l-1)Q_{l-2}$, starting from $|Q_0|=\pi/2$ and $|Q_1|=1$. They give

$$m_n=\frac{2n|Q_{2n-1}|}{|Q_{2n}|}=\frac2\pi\left[\prod_{j=1}^n\frac{2j}{2j-1}\right]^2,\qquad n\ge1.$$

For $n=0$ the function is $M_0=(2/\pi)\,{\rm arccot}\,\xi$, whose slope at $\xi=0$ gives $m_0=2/\pi$.

Multiply $i=y(V-\phi)$ by $a\eta/\kappa$ and project on $P_{2m}$ over $0<\eta<1$:

$$\frac{m_mB_m}{4m+1}+J\sum_nG_{mn}B_n=JVG_{m0},\qquad G_{mn}=\int_0^1\eta P_{2m}P_{2n}\,d\eta.$$

Since $r\,dr=-a^2\eta\,d\eta$, only $n=0$ contributes to the total current, $I=2\pi a\kappa m_0B_0=4\kappa aB_0$. Solving with 80 modes gives

| $J$ | $\kappa aZ_e$ |
|---|---|
| 0.1 | 0.2699 |
| 1 | 0.2676 |
| 10 | 0.2593 |
| 100 | 0.2524 |

The passage is slow: at $J=10$ the ohmic resistance is still nearly four percent above the primary value.

### (d) A copper disk in a plating bath

Rough typical values for a rotating disk in an acid copper sulfate bath are $a=0.25$ cm, $\kappa=0.5$ S/cm and a steady current density of 0.010 A/cm². The two limits are

$$R_p=\frac1{4(0.5)(0.25)}=2.000\ \Omega,\qquad R_u=1.0808\,R_p=2.162\ \Omega,$$

and they differ by 0.162 Ω.

Assume Tafel kinetics with transfer coefficient $\alpha=0.5$ at 298.15 K. This requires an exchange current density well below the plating current. For Butler–Volmer kinetics with an anodic coefficient of 1.5, an exchange current of 3 mA/cm² lowers the $R_{ct}$ found below by 3 percent. One of 10 mA/cm² lowers it to 2.0 Ω cm² and raises $J$ to 0.25, although $Z_e$ falls only to 2.156 Ω. The slope of the current–voltage curve gives a charge-transfer resistance $R_{ct}=R_gT/(\alpha Fi)=5.14$ Ω cm², where $R_g$ is the gas constant. Then $J=a/(\kappa R_{ct})=0.25/(0.5\times5.14)=0.097$. The disk is close to the uniform limit, and the mode solution gives $Z_e=2.159$ Ω at zero frequency.

Add a double-layer capacitance $C=30$ µF/cm², so that $y=1/R_{ct}+j\omega C$. The capacitive part of $J$ reaches 1 at $\kappa/(2\pi Ca)=10.6$ kHz.

| Frequency | $Z_e$ (Ω) |
|---|---|
| 100 Hz | $2.159-0.000j$ |
| 10 kHz | $2.155-0.022j$ |
| 100 kHz | $2.070-0.060j$ |
| 1 MHz | $2.010-0.020j$ |

At 10 kHz the real part has hardly moved. Equation (7) explains this: for nearly imaginary $J$ the first correction is imaginary. With ${\rm Im}\,J\approx0.94$ it is about $-0.94(0.009736/\pi)(8\ \Omega)j=-0.023j$ Ω, close to the computed value.

The real bath breaks the assumption of uniform concentration. For a copper ion concentration of $2.5\times10^{-4}$ mol/cm³, diffusivity $5\times10^{-6}$ cm²/s, kinematic viscosity 0.01 cm²/s and 1600 rpm, the Levich equation gives a limiting current density $i_L=0.244$ A/cm². If the Tafel current is proportional to the surface concentration, it carries a factor $1-i/i_L$. Differentiating the logarithm of the rate law then adds $R_gT/[\alpha F(i_L-i)]$ to the area-specific interfacial resistance (in Ω cm²), which amounts to 1.12 Ω for this disk. That is seven times the gap between $R_u$ and $R_p$. In a stagnant-layer model its magnitude at 100 Hz is still 0.10 Ω. For nearly uniform current it can be treated as a local impedance, which belongs in $1/y$, not in $Z_e$. For a strongly nonuniform current, radial convection would make its low-frequency value depend on the current distribution. The charge-transfer part is larger still, $5.14/0.196=26.2$ Ω. The eight percent can thus be read from low-frequency data only if the interfacial impedance is known to much better than one percent. Higher frequencies are more favourable. At 10 kHz the real part of $Z_e$ is still 2.155 Ω, while the real part of the interfacial impedance has fallen to about 0.28 Ω. For an ideal, uniform capacitance the gap then appears as a fall of about 0.145 Ω in ${\rm Re}\,Z_e$ between 10 kHz and 1 MHz. A rough or nonuniform surface adds dispersion of its own that can mask this fall.

The steady current is not quite uniform either. The centre-to-edge potential difference of 1.8 mV is 3.5 percent of $R_gT/(\alpha F)$, so the local admittance varies by about that fraction. To first order it is proportional to $1-J(u-\bar u)$. For weak admittance the ohmic term is $\langle y,Ay\rangle/(\int y\,dA)^2$, which this variation lowers by $2J\,\mathrm{Var}(u)/(\pi\kappa a)\approx0.005$ Ω, or 0.2 percent of $R_u$.

Geometry and temperature matter more. For a disk recessed by 20 µm, a uniform column of solution in the recess would add 0.020 Ω. This sets only the scale: because the current redistributes inside the recess, $R_u$ gains only about 0.014 Ω and $R_p$ gains about 0.036 Ω, so the gap narrows to about 0.139 Ω. A bath drift of 1 K changes $R_u$ by about 0.022 Ω, for a rough conductivity coefficient of one percent per kelvin. The column figure and this drift are each some 13 percent of the gap. A concentric hemispherical counter electrode at $R_c=5$ cm removes $1/(2\pi\kappa R_c)=0.064$ Ω from both resistances. The next term in its reflected potential scales as $(a/R_c)^4$ relative to the first. For uniform current the ratio is $(a/R_c)^4/16\approx4\times10^{-7}$, so the gap is practically unchanged. The insulating plane of a real rotating disk is finite too, and current can spread behind it. For a thin insulating sheath of radius 0.6 cm in open solution this lowers both resistances by about 0.17 Ω, as much as the gap itself, but again leaves the gap nearly unchanged. A long cylindrical holder of the same radius fills part of the space behind and lowers them less. Ohmic self-heating, metal resistance and the altered conductivity of the diffusion layer are far smaller: rough estimates give about $10^{-3}$ K, $10^{-5}$ Ω and $4\times10^{-4}$ Ω.

For this disk, a resistance taken from the high-frequency limit slightly undercorrects the mean potential during nearly uniform plating. It leaves about 0.16 Ω uncorrected, which at the total current of 1.96 mA is about 0.3 mV. The limit is approached only near 1 MHz. A value read at 100 kHz, 2.070 Ω, leaves about 0.09 Ω uncorrected. Either error is negligible here beside the kinetic voltage of 51 mV. At fixed $\kappa$ and $i_0$ the error grows in proportion to $a$, but so does $J$, and for $J$ well above 1 the uniform-current value itself no longer applies.

## Table of computed values

```
R_u*kappa*a, formula: 0.270190
R_u*kappa*a, direct sources: 0.270190
R_u*kappa*a, Hankel integral: 0.270187
R_p*kappa*a, direct sources: 0.250000
R_u/R_p: 1.080759
centre potential/I, times kappa*a: 0.318310
edge potential/I, times kappa*a: 0.202642
variance of u: 0.009736
J = 0.01: Z_e*kappa*a = 0.270159
J = 0.1: Z_e*kappa*a = 0.269886
J = 1: Z_e*kappa*a = 0.267610
J = 10: Z_e*kappa*a = 0.259316
J = 100: Z_e*kappa*a = 0.252394
J = 1000: Z_e*kappa*a = 0.250414
disk radius: 0.250 cm; area: 0.19635 cm2
conductivity: 0.50 S/cm
current density: 0.010 A/cm2
temperature: 298.15 K; alpha: 0.50
capacitance: 30.0 uF/cm2
copper ion concentration: 2.50e-04 mol/cm3
diffusivity: 5.0e-06 cm2/s
kinematic viscosity: 0.010 cm2/s
rotation rate: 1600 rpm
primary resistance: 2.0000 ohm
uniform-current resistance: 2.1615 ohm
resistance gap: 0.1615 ohm
charge-transfer resistance: 5.1385 ohm cm2
J from charge transfer: 0.09730
ohmic resistance at dc: 2.1592 ohm
crossover frequency: 10610 Hz
10 Hz: Z_e = 2.1592 -0.0000j ohm
100 Hz: Z_e = 2.1592 -0.0002j ohm
1000 Hz: Z_e = 2.1591 -0.0022j ohm
10000 Hz: Z_e = 2.1551 -0.0216j ohm
100000 Hz: Z_e = 2.0699 -0.0604j ohm
1000000 Hz: Z_e = 2.0098 -0.0195j ohm
limiting current density: 0.2439 A/cm2
diffusion layer thickness: 9.890e-04 cm
diffusion resistance at dc: 1.1189 ohm
diffusion |Z| at 100 Hz: 0.1009 ohm
centre-edge potential difference: 0.001817 V
that over kinetic voltage: 0.0354
counter at 5.0 cm removes: 0.0637 ohm
recess of 0.0020 cm adds: 0.0204 ohm
altered layer conductivity, scale: 4.13e-04 ohm
conductivity slope, rough: 0.010 1/K
resistance change for 1 K: 0.0216 ohm
thermal conductivity: 0.0060 W/(cm K)
self-heating scale: 1.39e-03 K
metal resistivity: 1.7e-06 ohm cm
metal length: 1.0 cm; R: 8.66e-06 ohm
```
